# Why Black's Current Exponent Need Not Be an Integer

Suppose a copper line fails after 126 h in an accelerated test at 2 MA/cm², and its life at 0.5 MA/cm² and the same temperature is wanted. If lifetime varies as $j^{-1}$, the answer is $4\times126=504$ h. If it varies as $j^{-2}$, the answer is $16\times126=2016$ h. The stress model worked out below gives about 1140 h. Neither integer serves, and choosing more carefully between them does not help.

## The belief and its appeal

Black's equation writes the electromigration lifetime as

$$t=K\,j^{-n}\exp\!\left(\frac{E_a}{kT}\right),$$

with $j$ the current density, $E_a$ an activation energy and $K$ a constant. The belief is that $n$ names a mechanism: $n=2$ if the line spends its life building up the stress that nucleates a void, $n=1$ if it spends it growing the void. A measured 1.4 must then be a poor measurement of one or the other.

Each half of this has a sound basis, as the derivations below show. The error lies in the word "or". A line that must first nucleate a void and then grow it spends time on both, and a sum of two different powers is not a power. To see what replaces it, define the local exponent at fixed temperature,

$$n(j)=-\frac{d\ln t}{d\ln j}.$$

Let $t=t_n+t_g$, with nucleation time $t_n=A/j^2$ and growth time $t_g=C/j$. Since $j\,dt_n/dj=-2t_n$ and $j\,dt_g/dj=-t_g$,

$$n=-\frac{j}{t}\frac{dt}{dj}=\frac{2t_n+t_g}{t_n+t_g}=1+f,\qquad f=\frac{t_n}{t}.$$

The exponent is one plus the nucleation fraction of lifetime. It tends to 2 at low current, where $t_n$ dominates, and to 1 at high current. For any other growth law with local exponent $n_g=-d\ln t_g/d\ln j$, the same step gives

$$n=2f+n_g(1-f).$$

The result $1+f$ therefore rests on $n_g=1$, which has to be examined.

## Where the square comes from

Take a uniform line with the cathode at $x=0$, and let $\sigma$ be the tensile stress. Atoms are pushed towards $+x$ by the electron wind, with force $eZ\rho j$, where $Z$ is the effective charge number and $\rho$ the resistivity. They are also drawn towards higher tension, with force $\Omega\,\partial\sigma/\partial x$, where $\Omega$ is the atomic volume. With diffusivity $D$, the volume of atoms crossing unit area per unit time is

$$q=\frac{D}{kT}\left(eZ\rho j+\Omega\frac{\partial\sigma}{\partial x}\right)=v\left(1+\frac{1}{G}\frac{\partial\sigma}{\partial x}\right),$$

$$v=\frac{DeZ\rho j}{kT},\qquad G=\frac{eZ\rho j}{\Omega}.$$

Where more atoms leave than arrive, tension rises in proportion to an effective modulus $B$, which includes the stiffness of the surrounding dielectric. Hence $\partial\sigma/\partial t=B\,\partial q/\partial x$, or, with $D$ taken as independent of stress,

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{DB\Omega}{kT},\qquad v=\frac{\kappa G}{B}.$$

Before a void exists no atoms enter at the cathode, so $q(0)=0$ and $\partial\sigma/\partial x=-G$ there. Let the line be long and initially free of stress. The quantity $-\partial\sigma/\partial x$ also obeys the diffusion equation. It starts at zero and is held at $G$ at the end, so it equals $G\,\mathrm{erfc}(x/2\sqrt{\kappa t})$. Integrating over the line, with $\int_0^\infty\mathrm{erfc}(p)\,dp=1/\sqrt\pi$,

$$\sigma(0,t)=2G\sqrt{\frac{\kappa t}{\pi}}.$$

A void nucleates when this reaches a critical stress $\sigma_c$:

$$t_n=\frac{\pi}{4\kappa}\left(\frac{\sigma_c}{G}\right)^2.$$

Since $G\propto j$ and $\kappa$ does not depend on $j$, this is the $j^{-2}$ law. If the void then lengthens at the drift speed $v$ until it reaches a critical length $L_c$, $t_g=L_c/v\propto j^{-1}$. Using $v=\kappa G/B$,

$$\frac{t_n}{t_g}=\frac{\pi\sigma_c^2}{4GBL_c}.$$

With the other parameters held fixed, a softer surround lowers $B$, lengthens nucleation and raises $n$.

## A number

Take rough values for a copper line in a low-k dielectric at 573 K: $\sigma_c=100$ MPa, $B=10$ GPa and $L_c=100$ nm. At 2 MA/cm² the remaining inputs ($Z=1$, $\rho=4.5$ µΩ cm, $\Omega=0.0118$ nm³, $D=1.5\times10^{-13}$ cm²/s) give $G=12.22$ MPa/µm, $\kappa=0.805$ µm²/h and $v=0.984$ nm/h. Then

$$t_n=\frac{\pi}{4(0.805)}\left(\frac{100}{12.22}\right)^2\approx65.3\ \text{h},\qquad t_g=\frac{100}{0.984}\approx101.6\ \text{h}.$$

The additive model gives $f=65.3/166.9=0.39$ and $n=1.39$, with no measurement error anywhere. At 0.5 MA/cm² its exponent is 1.72, and at 3 MA/cm² it is 1.30.

This variation is easy to miss. From $f=t_n/t$ we have $d\ln f/d\ln j=-2+n=-(1-f)$, so

$$\frac{dn}{d\ln j}=-f(1-f),$$

which is $-0.24$ at 2 MA/cm². Over a factor of two in current, a curve with this curvature departs from its chord by about $\tfrac18(0.24)(\ln2)^2=0.014$ in $\ln t$, or 1.4% in lifetime (about 2% for the model with stress release developed below). A straight line on logarithmic axes can look excellent although its slope belongs only to that range of currents.

## What growth does with the stored stress

The additive model omits something. By the time of nucleation, atoms that would fill a length $vt_n=64$ nm have left the cathode region, and their absence is stored as tension. The new void has a free surface, where the stress falls to zero. The stretched metal next to it then relaxes by drawing atoms out of the void's edge, which speeds growth.

To calculate this, measure time after nucleation as $s=(t-t_n)/t_n$, length as $y=x/\sqrt{\kappa t_n}$ and stress in units of $G\sqrt{\kappa t_n}$. The profile at nucleation is

$$S(y)=\int_y^\infty\mathrm{erfc}(z/2)\,dz,\qquad S(0)=\frac{2}{\sqrt\pi},\qquad S'=-\mathrm{erfc}(y/2).$$

With the stress now zero at $y=0$, the later profile follows from the heat kernel $H(y)=e^{-y^2/4s}/\sqrt{4\pi s}$ minus its mirror image. Its slope at the void is $-2\int_0^\infty S\,H'\,dy$. Integrating by parts,

$$\frac{1}{G}\frac{\partial\sigma}{\partial x}\bigg|_0=2S(0)H(0)-2\int_0^\infty\mathrm{erfc}(y/2)\,H(y)\,dy.$$

The first term is $2/(\pi\sqrt s)$. In the second, write $\mathrm{erfc}(y/2)=\pi^{-1/2}\int_y^\infty e^{-z^2/4}dz$ and put $y=\sqrt s\,Y$. It becomes

$$\frac1\pi\iint_{Y>0,\;z>\sqrt s\,Y}e^{-(z^2+Y^2)/4}\,dY\,dz=\frac2\pi\arctan\frac{1}{\sqrt s},$$

because the region is a wedge of angle $\arctan(1/\sqrt s)$ and the radial integral is 2.

The void lengthens at the rate $q(0)$. Its own length is neglected beside the diffusion length $\sqrt{\kappa t_n}\approx7$ µm. Writing the void length as $L=vt_n\,g(s)$,

$$g'(s)=1+\frac2\pi\left[\frac1{\sqrt s}-\arctan\frac1{\sqrt s}\right].$$

To integrate, use $\int_0^s u^{-1/2}du=2\sqrt s$ and, by parts,

$$\int_0^s\arctan\frac{1}{\sqrt u}\,du=s\arctan\frac1{\sqrt s}+\sqrt s-\arctan\sqrt s.$$

Therefore

$$g=s+r,\qquad r=\frac2\pi\left[\sqrt s+\arctan\sqrt s-s\arctan\frac1{\sqrt s}\right].$$

The released part $r$ starts at zero and tends to one: in the end the void receives the whole stored length $vt_n$.

## The exponent with release included

Failure occurs when $vt_n\,g(s)=L_c$. Since $vt_n\propto j\cdot j^{-2}=j^{-1}$, the logarithmic derivative of this condition is

$$-1+\frac{g'}{g}\frac{ds}{d\ln j}=0,\qquad\text{so}\qquad\frac{ds}{d\ln j}=\frac{g}{g'}.$$

The lifetime is $t=t_n(1+s)$, and hence

$$n=2-\frac{g}{g'(1+s)}.$$

Two inequalities bound this result. First, $g'>1$, because $\arctan a<a$ for positive $a$. It follows that $r$ increases towards its limit of one, so $g<1+s$. The fraction is then below one and $n>1$. Second, $r'$ decreases with $s$ and $r(0)=0$, so $r>s\,r'$ and $g>s\,g'$. The fraction then exceeds $s/(1+s)=1-f$. Together,

$$1<n<1+f.$$

For this long, initially stress-free line the exponent is still not an integer, but $1+f$ has become an upper bound.

At 2 MA/cm² the failure condition is $g=100/64.27=1.556$, which gives $s=0.929$ and $g'=1.149$. Thus

$$n=2-\frac{1.556}{1.149\times1.929}\approx1.30.$$

Growth now takes 60.7 h instead of 101.6 h, the lifetime is 126 h, and $f=0.52$. Someone who measured 1.30 and read it as $1+f$ would infer that nucleation takes 30% of the life, when in this model it takes 52%. The general formula shows why: growth alone has $n_g=0.54$, and $2(0.518)+0.54(0.482)\approx1.30$.

The analytic result was tested against a numerical solution of the stress equation in a line 200 µm long, with the void length found from conservation of volume. It also gave 126 h and $n=1.30$. Halving the number of cells changed the lifetime by about 0.001%.

## What a fitted exponent predicts

A fit through two currents returns the average of $n$ over $\ln j$ between them, since it divides the integral of the local slope by the interval. In both models here $n$ is larger at lower current, so a fit made at high current is too shallow for the extrapolation.

Fitting the release model between 1.5 and 3 MA/cm² gives 1.28. Carried down to 0.5 MA/cm² at the same 573 K, this predicts 761 h, while the model itself gives 1137 h. The prediction is 33% below the model's value. For the additive model the fit is 1.38, and the shortfall is 21%. In these isothermal cases the error is on the safe side.

## When the bounds fail

**Initial tension.** Suppose the line starts with uniform tension $\sigma_T$. Nucleation then needs only $\sigma_c-\sigma_T$, which replaces $\sigma_c$ in $t_n$ and keeps the $j^{-2}$ law. After nucleation this tension relaxes too. Its profile at time $\tau$ after nucleation is $\sigma_T\,\mathrm{erf}(x/2\sqrt{\kappa\tau})$, with slope $\sigma_T/\sqrt{\pi\kappa\tau}$ at the void. Multiplying by $v/G=\kappa/B$ and integrating over time gives an extra void length

$$\Delta L=\frac{2\sigma_T}{B}\sqrt{\frac{\kappa\tau}{\pi}}.$$

At a given $\tau$ this does not depend on current. For the same $t_n$, the extra length therefore makes $n_g$ smaller than it would be without it; it also shortens growth and raises $f$, and in the example at 2 MA/cm² the net effect is a larger $n$. With $\sigma_c$ fixed instead, the tension shortens nucleation and lowers $f$, and $n$ can fall below one: with $\sigma_c=100$ MPa and $\sigma_T=60$ MPa it is 0.84 at 2 MA/cm². As its share of $L_c$ approaches one, $n_g$ approaches zero and $n$ approaches $2f$.

**Short lines.** In an initially stress-free line of length $\ell$ with blocked ends, the stress settles to a straight profile of slope $-G$ and zero mean, so the cathode stress cannot exceed $G\ell/2$. Below the current at which $G\ell/2=\sigma_c$, no void nucleates in this model. Just above it, $t_n$ grows without limit as the threshold is approached, and the exponent rises above 2. For the 200 µm line the threshold is 0.164 MA/cm², and at 0.2 MA/cm² the calculated exponent is 2.97. Nucleation does not guarantee failure: the void length saturates at $G\ell^2/2B$, and for $\ell<BL_c/\sigma_c$, which is 10 µm here, reaching $L_c$ needs a higher current than nucleation does.

**Self-heating.** Both $1/\kappa$ and $1/v$ contain $T/D$. With $D\propto e^{-E_a/kT}$, a temperature rise $\Delta T\propto j^2$, and resistivity and critical stress held fixed, differentiating $\ln(T/D)$ adds to the additive model's exponent

$$\Delta n=\frac{2\Delta T}{T}\left(\frac{E_a}{kT}-1\right).$$

At 2 MA/cm² and 573 K, for a single wire of 100 by 200 nm, 1 µm above a heat sink in a dielectric of conductivity 0.3 W/(m K), the estimated rise is 0.6 K. With $E_a=0.9$ eV this adds 0.04.

## Beside a real interconnect

The example is set in the regime of accelerated tests on copper lines, but its inputs are rough. The diffusivity, critical stress and effective modulus depend on the process. The diffusivity cancels from $t_n/t_g$ and sets only the time scale, but the exponent is sensitive to the other two: doubling $B$ to 20 GPa, with all else fixed, lowers the release model's $n$ from 1.30 to 1.12. Real lines can also contain voids from the start. If such a void keeps the cathode free of stress and no tension is stored, growth in a long line proceeds at speed $v$ and $n$ becomes 1. In a short line, back-stress from the blocked anode slows it: for 20 µm at 2 MA/cm² the exponent is 1.25. The diffusivity was also taken as independent of stress, although $\Omega\sigma_c/kT\approx0.15$; with $D\propto e^{\Omega\sigma/kT}$ the lifetime at 2 MA/cm² moves from 126 h to about 124 h and $n$ from 1.30 to 1.29. The model also leaves out scatter between samples, changes of void shape and current carried by the liner.

Temperature matters as well. At 378 K the example assumes 39 MPa of thermal tension, leaving 61 MPa to be built up by the current, and a lower resistivity. At 2 MA/cm² the exponent falls from 1.30 to 1.13, while at 0.5 MA/cm² and 378 K it is 1.80. The corresponding model lifetimes, roughly 100 and 800 years, follow from the assumed activation energy and are not predictions for a product. The safe-side result found at fixed temperature need not survive this step: Black's equation with the fitted 1.28 and $E_a=0.9$ eV gives about 1050 years at 0.5 MA/cm² and 378 K, above the model's value, whereas an activation energy fitted to the model between 573 and 523 K, 0.85 eV, gives about 590. An exponent measured hot and at high current describes those conditions, and using it unchanged elsewhere ignores the change in the shares of nucleation and growth. The full set of values is in the numerical output.

## Calculated quantities

```
ROUGH INPUTS: copper line in low-k dielectric
test temperature 573 K; use temperature 378 K
line length 200 um; critical void 100 nm
modulus 10 GPa; critical stress 100 MPa
diffusivity 1.50e-13 cm2/s; activation energy 0.90 eV
resistivity 4.50 uohm cm; effective charge 1.0
atomic volume 0.0118 nm3
at 2.0 MA/cm2: stress gradient 12.220 MPa/um
stress diffusivity 0.8054 um2/h
drift speed 0.9843 nm/h
stored void length at nucleation 64.27 nm
ADDITIVE MODEL: j MA/cm2, nucleation h, growth h, total h, f, n
0.5 1044.79 406.40 1451.19 0.7200 1.7200
1.0 261.20 203.20 464.40 0.5624 1.5624
2.0 65.30 101.60 166.90 0.3913 1.3913
3.0 29.02 67.73 96.75 0.3000 1.3000
WITH STRESS RELEASE: j MA/cm2, growth h, total h, f, n
0.5 92.11 1136.90 0.9190 1.8464
1.0 80.94 342.14 0.7634 1.5952
2.0 60.69 125.99 0.5183 1.2980
3.0 47.40 76.42 0.3798 1.1759
additive exponent from numerical nucleation 1.3913
finite-volume lifetime 125.99 h; exponent 1.2980
growth-only exponent with stress release 0.5426
coarse-minus-fine mesh lifetime shift -0.0012 percent
additive exponent drift dn/dlnj -0.2382
fit currents 1.5 and 3.0 MA/cm2
EXTRAPOLATION to 0.5 MA/cm2: fitted n, predicted h, model h
additive: 1.3785, 1143.73, 1451.19
release: 1.2830, 761.38, 1136.90
modulus 20 GPa: additive n 1.2432; release n 1.1174
wire 100 x 200 nm; depth 1000 nm
dielectric heat conductivity 0.30 W/(m K)
line heating power 0.3600 W/m; temperature rise 0.599 K
Joule-heating addition to exponent 0.0359
finite-line nucleation threshold 0.1637 MA/cm2
at 0.2 MA/cm2: nucleation n 3.0132; total n 2.9752
use: thermal tension 39.0 MPa; resistivity 3.135 uohm cm
USE TEMPERATURE: j MA/cm2, additive n, full n, full lifetime years
2.0 1.2556 1.1329 105.53
0.5 1.5786 1.8005 816.28
```
